\section*{Symmetry rules for Delta1 admixture near zero transverse wavevector, part 2}

In a magnetic tunnel junction, electrode states of the wrong symmetry leak into the slowly decaying $\Delta_1$ barrier channel when the transverse wavevector $\mathbf k=(k_x,k_y)=k(\cos\varphi,\sin\varphi)$ is nonzero. How fast does this leakage grow? The current flows along the fourfold axis $z$. One spin channel is treated, without spin-orbit coupling. Energies are in eV and lengths in nm; $m$ is the electron mass.

At $\mathbf k=0$, $\Delta_2$, $\Delta_2'$, $\Delta_1'$ and the doublet $\Delta_5$ transform as $x^2-y^2$, $xy$, $xy(x^2-y^2)$ and $(x,y)$. Operations $g$ of $C_{4v}$ act as $D(g)$; $C_2$ reverses $\mathbf k$. Bloch states stripped of $e^{i\mathbf k\cdot\mathbf r}$ obey $H(\mathbf k)=H_0+H_1+H_2$, with $H_1=(\hbar/m)\mathbf k\cdot\mathbf p$, $H_2=\hbar^2k^2/2m$ and
\begin{equation}
D(g)H(\mathbf k)D(g)^{-1}=H(g\mathbf k).
\label{cov}
\end{equation}
The admixture is the norm of a normalized state's $\Delta_1$ part; its square is the weight. The map $W(\mathbf k)$ from an unperturbed state $v$ to this part obeys $W(g\mathbf k)D(g)v=W(\mathbf k)v$.

For isolated levels the leading admixtures are
\begin{align}
\Delta_5:&\quad \alpha\,|\mathbf k\cdot\mathbf n|,\qquad \alpha=\|a\|,\label{five}\\
\Delta_2:&\quad \beta\,|k_x^2-k_y^2|=\beta k^2|\cos2\varphi|,\label{two}\\
\Delta_2':&\quad \gamma\,|k_xk_y|=\tfrac12\gamma k^2|\sin2\varphi|,\label{twop}
\end{align}
where $a$ is a fixed $\Delta_1$ vector and the unit vector $\mathbf n$ is the state's direction in the doublet. For $\Delta_1'$ the first allowed power is the fourth. The two $\Delta_5$ branches have
\begin{equation}
\text{upper: }\alpha k|\cos(\theta-\varphi)|,\qquad
\text{lower: }\alpha k|\sin(\theta-\varphi)| ,
\label{branches}
\end{equation}
with $\mathbf n=(\cos\theta,\sin\theta)$ for the upper; their weights total $\alpha^2k^2$. Admixtures vanish at every order for $\Delta_2$ on the diagonals, $\Delta_2'$ on the axes, and the mirror-odd $\Delta_5$ branch on both.

First-order perturbation theory in $H_1$ gives $\alpha$. For $\Delta_2$ and $\Delta_2'$, a state $u$ reaches a $\Delta_1$ level $n$ through $\Delta_5$ levels $l$ with partners $j$; $f_2$ is the second-order state and $E$ denotes level energies:
\begin{equation}
\langle n|f_2\rangle=\frac{1}{E_u-E_n}\left[\langle n|H_2|u\rangle+\sum_{l,j}\frac{\langle n|H_1|j\rangle\langle j|H_1|u\rangle}{E_u-E_l}\right].
\label{second}
\end{equation}
When $H_2$ is a number, its direct term vanishes.

\subsection*{(f) Does the power change at fixed energy?}

\emph{Elastic tunnelling fixes the energy and $\mathbf k$, so $k_z$ must adjust. Does this alter the leading laws?}

\textbf{Solution.} Let $v_z\neq0$ be the group velocity along $z$ at $\mathbf k=0$. No level considered here has an energy term linear in $\mathbf k$. For a branch with transverse energy $C_\varphi k^2$, constant energy requires $\hbar v_z\,\delta k_z+C_\varphi k^2=0$ to leading order, so
\begin{equation}
\delta k_z=-\frac{C_\varphi k^2}{\hbar v_z}.
\end{equation}
A change of $k_z$ adds $\hbar\,\delta k_z\,p_z/m$ and a constant to the Hamiltonian. Since $p_z$ is invariant under all of $C_{4v}$, this does not mix different representations. The covariance of part (a) holds at the new $k_z$, and the coefficients become $\alpha(k_z+\delta k_z)=\alpha+O(k^2)$, and similarly for $\beta$ and $\gamma$. The leading laws are unchanged. The argument fails at a band edge, where $v_z=0$.

\subsection*{(g) How much $\Delta_1$ weight does a barrier select?}

\emph{A barrier of thickness $d$ passes $\Delta_1$ states with decay constant $\sqrt{\kappa^2+k^2}$. Average the leading $\Delta_1$ weights over $\mathbf k$ with the barrier's transmission factor, for a thick barrier.}

\textbf{Solution.} This decay constant belongs to an isotropic effective mass $m^*$ and height $V_b$, with $\kappa=\sqrt{2m^*V_b}/\hbar$. For $k\ll\kappa$, $\sqrt{\kappa^2+k^2}\simeq\kappa+k^2/2\kappa$, so the factor $e^{-2d\sqrt{\kappa^2+k^2}}$ becomes $e^{-2\kappa d}e^{-sk^2}$ with $s=d/\kappa$. The constant cancels in a normalized average. With $t=k^2$,
\begin{equation}
\langle k^{2j}\rangle=\frac{\int_0^\infty t^{j}e^{-st}dt}{\int_0^\infty e^{-st}dt}=\frac{j!}{s^{j}},\qquad
\langle k^2\rangle=\frac{\kappa}{d},\quad \langle k^4\rangle=\frac{2\kappa^2}{d^2}.
\end{equation}
The angular averages of $\cos^22\varphi$ and $\sin^22\varphi$ are each $\frac12$. Hence
\begin{equation}
w_5=\alpha^2\frac{\kappa}{d},\qquad
w_2=\beta^2\left(\frac{\kappa}{d}\right)^2,\qquad
w_{2'}=\frac{\gamma^2}{4}\left(\frac{\kappa}{d}\right)^2,
\label{weights}
\end{equation}
where $w_5$ is summed over both branches. At fixed $\kappa$, doubling the thickness halves $w_5$ and quarters the other two.

These are symmetry weights of one electrode, not conductances. A conductance also needs the group velocities, the matching at both interfaces and the states of the second electrode. Matching does not lower the power. If the interfaces keep $C_{4v}$ about a common axis, the amplitude for entering the $\Delta_1$ barrier channel obeys the same relation as $W(\mathbf k)$ in part (b). As long as it is analytic at $\mathbf k=0$, it starts with the same polynomial, though with a different coefficient.

\subsection*{(h) What are the numbers for an iron-like electrode?}

\emph{Evaluate the coefficients in a model resembling minority-spin bcc iron, test the laws by diagonalization, and evaluate the barrier averages.}

\textbf{Solution.} The model is a bcc crystal with $s$, $p$ and $d$ orbitals and $a=0.29$ nm. Its round parameters give $d$ bands a few eV wide, roughly as in iron; it is not a first-principles calculation. The on-site energies are 4, 10 and 0 eV for $s$, $p$ and $d$. The two-centre hoppings, in eV and in the order $ss\sigma$, $sp\sigma$, $pp\sigma$, $pp\pi$, $sd\sigma$, $pd\sigma$, $pd\pi$, $dd\sigma$, $dd\pi$, $dd\delta$, are
\begin{itemize}
\item nearest: $-1.5$, 2.0, 3.0, 0, $-0.9$, $-1.3$, 0.3, $-0.65$, 0.35, $-0.05$;
\item next: $-0.3$, 0.7, 1.5, 0, $-0.4$, $-0.6$, 0.1, $-0.30$, 0.05, 0.
\end{itemize}

In a finite orbital basis $H(\mathbf k)$ is a matrix whose expansion supplies $H_1$ and $H_2$. The admixture is here the length of the $\Delta_1$ part of the vector of orbital coefficients; the variation of $e^{i\mathbf k\cdot\mathbf r}$ within each atom is neglected. It has the same covariance, and equation (\ref{second}) still applies. But $H_2$ is no longer a number, so its direct term survives; by the covariance it has the same angular factor as the two-step term.

At the Fermi energy, 0 eV, the states and coefficients are:
\begin{center}
\begin{tabular}{lccc}
 & $k_z$ (nm$^{-1}$) & nearest $\Delta_1$ (eV) & coefficient\\
$\Delta_5$ & 15.2 & $+2.4$ & $\alpha=0.134$ nm\\
$\Delta_2$ & 7.1 & $+1.0$ & $\beta=0.0050$ nm$^2$\\
$\Delta_2'$ & 9.8 & $+1.2$ & $\gamma=0.055$ nm$^2$
\end{tabular}
\end{center}
The two-step path alone would give 0.0094 nm$^2$ for $\Delta_2$ and 0.039 nm$^2$ for $\Delta_2'$. The direct term therefore partly cancels the path in the first case and enlarges the result in the second. The small $\beta$ is a property of these parameters and should not be carried over to iron.

Diagonalization at $\varphi=22.5^\circ$ gives these amplitudes, with the doublet total for $\Delta_5$:
\begin{center}
\begin{tabular}{cccc}
$k$ (nm$^{-1}$) & $\Delta_5$ & $\Delta_2$ & $\Delta_2'$\\
0.1 & $1.341\times10^{-2}$ & $3.50\times10^{-5}$ & $1.93\times10^{-4}$\\
0.2 & $2.677\times10^{-2}$ & $1.40\times10^{-4}$ & $7.68\times10^{-4}$\\
0.4 & $5.307\times10^{-2}$ & $5.56\times10^{-4}$ & $3.04\times10^{-3}$
\end{tabular}
\end{center}
Each doubling of $k$ multiplies the first column of amplitudes by nearly 2 and the others by nearly 4. At 0.1 nm$^{-1}$ the formulas give $0.1342\times0.1=1.342\times10^{-2}$, $0.00495\times0.01\times0.707=3.50\times10^{-5}$ and $\frac12\times0.05454\times0.01\times0.707=1.93\times10^{-4}$.

The laws were also tested at $k=0.02$ nm$^{-1}$ and $\varphi=0.2$, 0.7 and 1.3 rad. The diagonalized amplitudes agreed with the formulas within 1\%, relative to $\alpha k$ for the two $\Delta_5$ branches and to the predicted amplitude for the others. The mirror zeros held below $10^{-9}$ at $k=1$ nm$^{-1}$. At fixed energy, along $\varphi=0$ for $\Delta_2$ and the even $\Delta_5$ branch and along $45^\circ$ for $\Delta_2'$, the formulas again held within 1\%.

A second model tests the momentum formulas themselves, since there $H_1=(\hbar/m)\mathbf k\cdot\mathbf p$ and $H_2$ is a number. It is a square crystal, also with $a=0.29$ nm, in plane waves with indices from $-4$ to 4. The potential has Fourier components $-1$, $-2$ and $-1$ eV for the (10), (11) and (20) stars. The same angle and mirror tests held. Between 0.02 and 0.04 nm$^{-1}$ the measured powers were 1.000, 1.999 and 1.998 for $\Delta_5$, $\Delta_2$ and $\Delta_2'$, and 3.96 for $\Delta_1'$.

For the barrier take $V_b=1.5$ eV, $m^*=0.4\,m$ and $d=2.0$ nm. Then $\kappa=3.97$ nm$^{-1}$, $\kappa/d=1.98$ nm$^{-2}$, and the root-mean-square wavevector of the barrier factor is $k_{\rm rms}=\sqrt{\kappa/d}=1.41$ nm$^{-1}$. Equations (\ref{weights}) give
\begin{align}
w_5&=(0.134)^2\times1.98\simeq0.036,\\
w_2&=(0.00495)^2\times(1.98)^2\simeq1.0\times10^{-4},\\
w_{2'}&=\tfrac14(0.0545)^2\times(1.98)^2\simeq2.9\times10^{-3}.
\end{align}

The $\Delta_5$ states can also tunnel directly, with their own decay constant $\kappa_5>\kappa$. Since $w_5$ is summed over both branches, the direct tunnelling of both must be counted too. For equal prefactors it matches the leakage when $2e^{-2(\kappa_5-\kappa)d}=w_5$, or
\begin{equation}
\kappa_5-\kappa=\frac{\ln2}{2d}-\frac{\ln w_5}{2d}=0.17+0.83\simeq1.0\ \text{nm}^{-1}.
\end{equation}
If $\kappa_5$ exceeds $\kappa$ by more than this at $d=2$ nm, the admixture dominates the $\Delta_5$ current in this estimate.

\subsection*{(i) Which neglected effects matter?}

\emph{Estimate how spin-orbit coupling, higher powers of $k$, the exact barrier factor and temperature change these results. Where does a real junction differ?}

\textbf{Solution.} \emph{Spin-orbit coupling.} Let the magnetization lie along $x$, in the film plane, and keep the spin-conserving part $\pm\frac12\xi L_x$ on the $d$ orbitals, with a rough $\xi=0.05$ eV. Spin-flip terms are left out. They admix $\Delta_1$ states of the other spin, for $\Delta_5$ already at first order in $\xi$, so the figures below cover one spin only. Like $H_1$, the operator $L_x$ is odd under $C_2$, so in the counting of powers it can replace one factor of $\mathbf k$. A $\Delta_5$ state then has a $\Delta_1$ part already at $\mathbf k=0$, and $\Delta_2$ and $\Delta_2'$ gain terms of order $\xi k$.

For $\Delta_5$ the amplitude at $\mathbf k=0$ is 0.015, which equals $\alpha k$ at 0.11 nm$^{-1}$. The two parts are equal there, and the linear law emerges only well above that value. The corresponding weight, $(0.015)^2\simeq2\times10^{-4}$, is below 1\% of $w_5$.

The mirror $x\to-x$ fixes the direction of the linear terms. It leaves $L_x$ unchanged and reverses $k_x$. Since $\Delta_1$ and $\Delta_2$ states are even under it and $\Delta_2'$ states are odd, the $\Delta_1$ amplitude is even in $k_x$ for $\Delta_2$ and odd in $k_x$ for $\Delta_2'$. The linear term is therefore proportional to $k_y$ for $\Delta_2$ and to $k_x$ for $\Delta_2'$.

For $\Delta_2$ the linear term is 0.0079 nm times $|k_y|$. On the $k_y$ axis it equals $\beta k^2$ at 1.6 nm$^{-1}$, which lies above $k_{\rm rms}$, so there it hides the quadratic law over most of the range that the barrier selects. On the $k_x$ axis it is absent. The angular average of $k_y^2$ is $\frac12k^2$, so the mean weight of the linear term is $\frac12(0.0079)^2\times1.98\simeq6.2\times10^{-5}$, about two thirds of $w_2$. For $\Delta_2'$ the linear term is 0.013 nm times $|k_x|$. Its largest value at given $k$ equals the largest quadratic amplitude, $\frac12\gamma k^2$, at 0.49 nm$^{-1}$, and the same average gives about 6\% of $w_{2'}$.

At $\mathbf k=0$ the amplitude is $1.1\times10^{-3}$ for $\Delta_2$ and zero to rounding for $\Delta_2'$. The reason is the mirror $x\to-x$, which leaves $L_x$ unchanged because $L_x=yp_z-zp_y$ does not contain $x$. A $\Delta_2'$ state is odd under this mirror and a $\Delta_1$ state is even.

\emph{Higher powers of $k$.} At $k_{\rm rms}$, with $k_z$ held at its value for $\mathbf k=0$, the diagonalized amplitude, as a root mean square over angle, is 0.90, 0.93 and 0.88 of the leading law for $\Delta_5$, $\Delta_2$ and $\Delta_2'$. The weights there are lower by roughly 13 to 22\%. At fixed energy $k_z$ shifts as well, as in part (f). For $\Delta_2$ and $\Delta_2'$ this shift is no longer a small correction at $k_{\rm rms}$ and can change the weights by more than these percentages. The averages also draw on wavevectors above $k_{\rm rms}$. With the Gaussian factor, the root-mean-square wavevector is $\sqrt2\,k_{\rm rms}=2.0$ nm$^{-1}$ when weighted by $k^2$, as for $\Delta_5$, and $\sqrt3\,k_{\rm rms}=2.4$ nm$^{-1}$ when weighted by $k^4$, as for the other two. There the quadratic laws are only extrapolated. For this barrier all three averages are therefore leading-law figures, not predictions, and $w_{2'}$ can be too large by several times. They also assume that the branch has a state at the Fermi energy for every $\mathbf k$ that contributes. In this model that fails for $\Delta_2$ and $\Delta_2'$. Their states at $k_z=7.1$ and 9.8 nm$^{-1}$ are the two ends of one Fermi pocket, which closes near $k\simeq2.2$ nm$^{-1}$, and more than half of the $k^4$-weighted average lies beyond that value. Averaged at fixed energy over the states that exist, with the Gaussian factor, the weights at $d=2$ nm are roughly 0.7, 0.6 and 0.15 of $w_5$, $w_2$ and $w_{2'}$. A thicker barrier selects smaller $k$ and so reduces these errors, but it also favours the linear term from spin-orbit coupling, whose weight falls only as $1/d$, against $1/d^2$ for $w_2$ and $w_{2'}$. With the leading-law values this term overtakes $w_2$ at $d\simeq2/0.64\simeq3$ nm, within the range of real barriers, but overtakes $w_{2'}$ only at $d\simeq2/0.06\simeq33$ nm, far beyond it.

\emph{Barrier factor.} Squaring shows that $\sqrt{\kappa^2+k^2}\leq\kappa+k^2/2\kappa$, so the true factor falls more slowly than the Gaussian. With the leading laws kept, it raises $w_5$ by 13\% and $w_2$ and $w_{2'}$ by 36\%.

\emph{Temperature.} At 300 K, $k_BT=0.026$ eV. Lowering the barrier by this amount changes the exponent $2\kappa d$ by $\kappa d\,k_BT/V_b=0.14$, but this common factor cancels in the averages. Since $\kappa\propto\sqrt{V_b}$, with $\alpha$, $\beta$ and $\gamma$ held fixed $w_5$ changes by the fraction $k_BT/2V_b$, about 1\%, and the others by about 2\%. The change of these coefficients with energy is not included. In this model it is the larger effect for $\Delta_2$ and $\Delta_2'$: $\beta^2$ and $\gamma^2$ change by roughly 10\% over $k_BT$.

\emph{The real junction.} The comparison is with Fe/MgO/Fe(001), where barriers are one to a few nanometres thick and $\Delta_1$ states decay most slowly in the oxide. The lattice constant and thickness used here are typical. The height and mass are effective values: the band gap of MgO is several eV, and one parabolic band only imitates its evanescent states. The assumption most clearly broken is the perfect periodic interface. Steps, misfit dislocations and composition disorder scatter $\mathbf k$ and lower the symmetry, which permits a $\Delta_1$ part at $\mathbf k=0$. If the weights simply add to the leading-law values, a disorder-induced weight of 0.036 would double the $\Delta_5$ value, while 0.003 suffices for $\Delta_2'$ and $10^{-4}$ for $\Delta_2$. In this model the quadratic suppression is therefore the easier one to lose, and using it to improve a filter would require interfaces and spin-orbit mixing below these levels.

\section*{Numbers as computed}
\begin{verbatim}
lowest degree: A1 0, E 1, B1 2, B2 2, A2 4
plane waves: alpha = 0.2018 nm, beta = 0.07476 nm^2, gamma = 0.69119 nm^2
plane waves, measured powers D5, D2, D2': 0.9999 1.9993 1.9984
plane waves, measured power Delta1': 3.958
iron-like: a = 0.29 nm, E_F = 0.0 eV, 2pi/a = 21.666 1/nm
on-site s, p, d (eV): 4.0 10.0 0.0
hopping order: ss sp pps ppp sd pds pdp dds ddp ddd
near (eV): -1.5 2.0 3.0 0.0 -0.9 -1.3 0.3 -0.65 0.35 -0.05
next (eV): -0.3 0.7 1.5 0.0 -0.4 -0.6 0.1 -0.3 0.05 0.0
Delta5: kz = 15.172 1/nm, nearest Delta1 at +2.382 eV
Delta2: kz = 7.068 1/nm, nearest Delta1 at +1.043 eV
Delta2': kz = 9.759 1/nm, nearest Delta1 at +1.153 eV
alpha = 0.1342 nm
beta  = 0.00495 nm^2
gamma = 0.05454 nm^2
Delta2: coefficient via Delta5 path alone = 0.00935 nm^2
Delta2': coefficient via Delta5 path alone = 0.03942 nm^2
measured powers D5, D2, D2': 0.9999 1.9999 1.9998
exact amplitudes at phi = 22.5 deg (D5 = doublet total):
k = 0.1 1/nm: D5 1.341e-02, D2 3.500e-05, D2' 1.926e-04
k = 0.2 1/nm: D5 2.677e-02, D2 1.398e-04, D2' 7.682e-04
k = 0.4 1/nm: D5 5.307e-02, D2 5.564e-04, D2' 3.037e-03
barrier: height 1.5 eV, mass 0.4 m, thickness 2.0 nm
kappa = 3.968 1/nm, k_rms = 1.409 1/nm
Delta5: mean Delta1 weight, leading order = 3.576e-02
Delta2: mean Delta1 weight, leading order = 9.657e-05
Delta2': mean Delta1 weight, leading order = 2.928e-03
neglected effects:
Delta5: exact/leading amplitude 0.982 at 0.5/nm, 0.895 at k_rms
Delta5: full/Gaussian barrier mean = 1.130
Delta2: exact/leading amplitude 0.989 at 0.5/nm, 0.934 at k_rms
Delta2: full/Gaussian barrier mean = 1.356
Delta2': exact/leading amplitude 0.976 at 0.5/nm, 0.884 at k_rms
Delta2': full/Gaussian barrier mean = 1.356
spin-orbit xi = 0.05 eV (rough)
Delta5: spin-orbit Delta1 amplitude at k=0 = 1.49e-02
Delta5: equals alpha*k at k = 0.111 1/nm
Delta2: spin-orbit Delta1 amplitude at k=0 = 1.08e-03
Delta2: spin-orbit linear term 7.91e-03 nm, equals k^2 term at 1.598 1/nm
Delta2': spin-orbit Delta1 amplitude at k=0 = 5.08e-18
Delta2': spin-orbit linear term 1.33e-02 nm, equals k^2 term at 0.487 1/nm
kT at 300 K = 0.0259 eV, barrier exponent change = 0.137
extra decay for direct Delta5 = leak: 0.833 1/nm
\end{verbatim}
